# The BET Isotherm and Its Divergence at Vapour Saturation

**Q.** A precursor vapour stands over an oxide, and molecules collect on it in more than one layer. You want the amount adsorbed as a function of pressure. What exactly is the model?

**A.** The surface has $M$ equivalent sites. Each site carries a vertical stack of $n=0,1,2,\dots$ molecules, with no upper limit on $n$. Stacks do not influence one another. The first molecule touches the solid and is bound by $E_1$; every higher one rests on another molecule and is bound by $E_L$, the binding energy per molecule in the bulk condensate. Both energies are positive and are measured from a molecule at rest in the vapour.

The adsorption is physical: nothing reacts. For a precursor this means a surface whose reactive groups have already been used up. The film is in equilibrium with an ideal vapour at pressure $p$ and temperature $T$. I seek $\theta$, the mean number of molecules per site.

**Q.** Binding energies are not enough. A bound molecule also vibrates and turns.

**A.** Let $q_1$ and $q_L$ be the partition functions of that local motion in the first and in the higher layers. With the binding energy included, one molecule contributes

$$j_1=q_1e^{E_1/kT},\qquad j_L=q_Le^{E_L/kT}.$$

The surface exchanges molecules with the vapour, so each adsorbed molecule also brings a factor $\lambda=e^{\mu/kT}$, where $\mu$ is the chemical potential. An empty site has weight $w_0=1$. A stack of $n\ge1$ has one first-layer molecule and $n-1$ higher ones:

$$w_n=\lambda^n j_1 j_L^{\,n-1}=\frac{j_1}{j_L}(\lambda j_L)^n .$$

Because the stacks are independent, the grand partition function of the surface is $\xi^M$ with $\xi=\sum_n w_n$, and one site can be treated alone.

**Q.** An experimenter reads a pressure gauge, not $\lambda j_L$.

**A.** The condensate supplies the link. In this model each of its $N$ molecules contributes $j_L$, so its partition function is $j_L^N$ and its chemical potential is $\mu_0=-kT\ln j_L$. Let $p_0$ be the pressure at which vapour and condensate coexist at temperature $T$. The vapour then has the same $\mu_0$, and $\lambda_0=e^{\mu_0/kT}=1/j_L$.

For an ideal vapour at fixed temperature, $\mu=kT\ln p+\text{constant}$. Subtracting its value at $p_0$ gives $\mu-\mu_0=kT\ln(p/p_0)$, hence

$$\lambda j_L=\frac{\lambda}{\lambda_0}=\frac{p}{p_0}\equiv x .$$

The weights become

$$w_n=c\,x^n\quad(n\ge1),\qquad c=\frac{j_1}{j_L}=\frac{q_1}{q_L}\,e^{(E_1-E_L)/kT}.$$

The two binding energies thus have separate roles. $E_L$ sets the pressure scale $p_0$, and the difference $E_1-E_L$ sets $c$.

**Q.** Then finish the sum, and show the differentiation.

**A.** For $x<1$ the geometric series converges:

$$\xi=1+c\sum_{n=1}^{\infty}x^n=1+\frac{cx}{1-x}=\frac{1-x+cx}{1-x}.$$

The mean height is $\theta=\sum_n n\,w_n/\xi$. Since $x\,d(x^n)/dx=n\,x^n$, the numerator is $x\,d\xi/dx$ at fixed $c$, that is, at fixed temperature. The derivative of $x/(1-x)$ is $[(1-x)+x]/(1-x)^2=1/(1-x)^2$, so

$$\theta=\frac{x}{\xi}\frac{d\xi}{dx}=\frac{1-x}{1-x+cx}\cdot\frac{cx}{(1-x)^2},$$

$$\boxed{\theta=\frac{cx}{(1-x)(1-x+cx)}}\qquad 0\le x<1 .$$

This is the BET isotherm.

**Q.** Evaporation and arrival are events in time. Would a count of rates give the same answer?

**A.** Yes, if arriving molecules land on every stack at the same rate $ap$, whatever its height. Let the top molecule leave at rate $k_1$ if it is in the first layer and $k_L$ otherwise, and let $P_n$ be the fraction of sites with height $n$. In a steady state $P_0$ is constant. Height 0 is connected only to height 1, so the traffic between them must cancel. Then $P_1$ can be constant only if the traffic between heights 1 and 2 cancels too, and so on upward:

$$ap\,P_0=k_1P_1,\qquad ap\,P_n=k_LP_{n+1}\quad(n\ge1).$$

At $p_0$ the condensate neither grows nor shrinks, so $ap_0=k_L$. Therefore $P_{n+1}/P_n=x$ and $P_1/P_0=(k_L/k_1)x$. These are the ratios found above, with $c=k_L/k_1$. A molecule more strongly bound to the solid leaves more slowly, which makes $c$ large.

**Q.** Does the formula reduce to something simpler when the vapour is thin?

**A.** For $x\to0$ it gives $\theta\simeq cx=\lambda j_1$. This contains no $E_L$, as it should: hardly any molecule sits on another. If $c\gg1$, there is also a range $x\ll1$ in which $cx$ need not be small. There

$$\theta\simeq\frac{cx}{1+cx},$$

the Langmuir isotherm of a single layer.

**Q.** And at the other end the denominator vanishes. Is that a strong first layer pulling in more and more material?

**A.** No. Separate the covered sites from the height of what covers them. The bare fraction is $P_0=1/\xi=(1-x)/(1-x+cx)$, so the covered fraction is $cx/(1-x+cx)$. Dividing $\theta$ by it gives the mean height of an occupied stack:

$$\theta=\underbrace{\frac{cx}{1-x+cx}}_{\text{covered fraction}}\times\underbrace{\frac{1}{1-x}}_{\text{mean height}} .$$

The first factor never exceeds one. The second diverges, and it does not contain $c$. The same fact appears in the identity

$$\theta=\frac1{1-x}-\frac1{1-x+cx},$$

whose second term tends to the finite value $1/c$ as $x\to1$. For independent stacks, even a first layer bound less strongly than the condensate leaves the divergence in place. With $c=0.172$ and $x=0.999$, $(1-x)\theta=1-0.001/0.1728=0.994$, already close to its limit of one.

**Q.** You have located the divergence in the algebra. What causes it physically?

**A.** Adding a molecule to an occupied stack multiplies its weight by $x$. In free energy, with the vapour's chemical potential counted, the cost is

$$-kT\ln x=kT\ln\frac{p_0}{p}.$$

Below saturation this is positive and limits the height. At saturation it is zero, because the upper molecules have been given the free energy of the condensate, and condensate and vapour coexist at $p_0$. Every occupied height then has the same weight $c$. With infinitely many heights allowed, the mean is infinite.

Two assumptions act together, and removing either one makes the uptake at $p_0$ finite. First, put a ceiling of $N$ layers on the stacks. At $x=1$,

$$\theta_N=\frac{c\sum_{n=1}^{N}n}{1+cN}=\frac{cN(N+1)}{2(1+cN)} .$$

For $c=33.67$ this gives 5.48, 10.48 and 20.48 molecules per site for $N=10$, 20 and 40. The uptake is finite, but it follows the ceiling.

Second, keep the height unlimited but bind the upper layers less strongly than the true condensate by $\delta$. Each upper molecule loses a factor $e^{-\delta/kT}$. The ratio of successive weights is then $x'=xe^{-\delta/kT}$, while the first weight $cx$ is unchanged, so $c'=ce^{\delta/kT}$. With $\delta=0.01$ eV and $kT=0.02844$ eV, $x'=0.70$ at $p=p_0$ and the isotherm gives 3.34 molecules per site.

**Q.** Is an infinite film absurd, then, or is it correct?

**A.** An unlimited amount of condensate can coexist with vapour at $p_0$ if the vapour supply is unlimited, so a divergence there is reasonable for a liquid that wets the surface. The particular law $1/(1-x)$ is another matter: it comes from stacks that ignore their neighbours. Above $p_0$ the series does not converge, and the model has no equilibrium film.

**Q.** Let me see numbers for a precursor.

**A.** I take rough values for a heavy liquid metal alkylamide such as tetrakis(dimethylamido)titanium on a passivated oxide: $T=330$ K, $p_0=1$ Torr, $E_L=0.57$ eV, $E_1=0.67$ eV, $q_1=q_L$, one site per 0.5 nm² and 0.8 nm per layer. The difference $E_1-E_L=0.10$ eV is an assumed value, not a measured one. Then

$$c=e^{0.10/0.028437}=33.67 .$$

At 0.30 Torr, $x=0.30$ and $cx=10.10$, so

$$\theta=\frac{10.10}{0.70\times10.80}=1.34,\qquad P_0=\frac{0.70}{10.80}=0.065 .$$

The equivalent thickness is $0.8\times1.34=1.07$ nm. Other pressures follow in the same way:

| $p$ (Torr) | $\theta$ | bare fraction | thickness (nm) |
|---|---|---|---|
| 0.01 | 0.256 | 0.746 | 0.21 |
| 0.10 | 0.877 | 0.211 | 0.70 |
| 0.30 | 1.34 | 0.065 | 1.07 |
| 0.50 | 1.94 | 0.029 | 1.55 |
| 0.90 | 9.97 | 0.003 | 7.97 |
| 0.99 | 99.97 | 0.0003 | 80.0 |

From 0.90 to 0.99 Torr the covered fraction hardly changes, while the mean height rises from 10 to 100.

**Q.** When $\theta=1$, is the surface covered by one closed layer?

**A.** No. Setting $\theta=1$ gives $cx=(1-x)^2+cx(1-x)$. Moving the last term to the left leaves $cx^2=(1-x)^2$. Both $x$ and $1-x$ are positive, so $1-x=\sqrt c\,x$ and

$$x=\frac1{1+\sqrt c} .$$

The bare fraction at this point is

$$P_0=\frac{\sqrt c\,x}{\sqrt c\,x+cx}=\frac1{1+\sqrt c},$$

the same number. Here it is 0.147: at 0.147 Torr there is one molecule per site on average, yet 15% of the sites are bare and others carry two or more.

**Q.** How would one extract the monolayer capacity from measured uptake?

**A.** Let $v=v_m\theta$ be the adsorbed amount and $v_m$ the amount at one molecule per site. Inverting the isotherm gives

$$\frac{x}{v(1-x)}=\frac{1-x+cx}{v_mc}=\frac1{v_mc}+\frac{c-1}{v_mc}\,x .$$

If the data obey the model, the left side plotted against $x$ is a straight line. Its slope $s$ and intercept $i$ satisfy $s+i=1/v_m$ and $s/i=c-1$. In the example $v_m=1/0.5=2$ molecules per nm², so $i=0.01485$ nm² and $s=0.48515$ nm². In reverse, $1/(s+i)=2.00$ nm⁻² and $1+s/i=33.7$.

**Q.** So $kT\ln c$ is the difference of the binding energies?

**A.** Only if $q_1=q_L$. In general

$$kT\ln c=E_1-E_L+kT\ln\frac{q_1}{q_L},$$

and a factor of ten in $q_1/q_L$ shifts this by $2.303\times0.02844=0.065$ eV, which is comparable with the 0.10 eV sought. The uptake itself can be less sensitive. At 0.30 Torr, with both energies held fixed, $\theta$ is 0.84, 1.34 and 1.42 for $q_1/q_L=0.1$, 1 and 10.

**Q.** My main doubt is this. You give a lone molecule in the second layer the full binding of the liquid, though it has no neighbours beside it.

**A.** That is a serious weakness, and it is not confined to multilayers: a lone molecule in the first layer has no neighbours beside it either. A tall stack next to a short one exposes side faces, and the model charges nothing for them. The cost can be estimated from a rough surface tension of 0.025 N/m. One molecule's side face has area $\sqrt{0.5}\times0.8=0.57$ nm², so each unit of height difference between neighbours costs

$$J=0.025\times0.57\times10^{-18}\ \text{J}=0.088\ \text{eV}=3.1\,kT .$$

A macroscopic surface tension is only a guide on this scale, but a cost of $3kT$ cannot be called small.

**Q.** What does it do to the uptake?

**A.** Consider a long row of sites and give each neighbouring pair a factor $e^{-J|n-m|/kT}$. With

$$T_{nm}=\sqrt{w_nw_m}\;e^{-J|n-m|/kT},$$

the partition function of a closed row of $L$ sites is the trace of $T^L$. For large $L$ the largest eigenvalue dominates, and the probability of height $n$ is the square of component $n$ of its normalised eigenvector. Numerical diagonalisation with heights from 0 to 300 gives 1.00 molecules per site at 0.30 Torr, against 1.34 from BET, and 1.145 at 0.90 Torr, against 9.97. The row includes side faces along one surface direction only.

At low pressure the change is larger still. At 0.01 Torr the row holds 0.0015 molecules per site, against 0.256 from BET. Every group of covered sites has two exposed ends, which cost a factor $e^{-2J/kT}=0.002$. This reads $E_1$ as the binding of a molecule within a closed first layer; if $E_1$ were measured on isolated molecules, the missing neighbours would already be counted in it.

**Q.** Now you have almost no multilayer at 90% of saturation. Has the correction gone too far?

**A.** It leaves out another effect, the reach of the solid's attraction beyond the first layer. Suppose the excess binding in layer $n$ is $(E_1-E_L)/n^3$, the form expected from van der Waals attraction to a thick solid. The first layer keeps its 0.10 eV, and the weights become

$$w_n=x^n\exp\!\left[\frac{E_1-E_L}{kT}\sum_{k=1}^{n}\frac1{k^3}\right].$$

At 0.90 Torr the results are:

| included | $\theta$ |
|---|---|
| neither (BET) | 9.97 |
| long-range attraction | 10.83 |
| side faces | 1.145 |
| both (row) | 2.93 |

At 0.30 Torr the row with both effects gives 1.00. For these parameters BET is therefore high by about a third at 0.30 Torr and by a factor of 3.4 at 0.90 Torr, relative to the row with both effects. Tying the amplitude of the tail to $E_1-E_L$ is a convenience, and it makes the tail strong: with layer thickness $d$ and site area $a$ it corresponds to a Hamaker constant $6\pi d^2(E_1-E_L)/a=3.9\times10^{-19}$ J. Rough Lifshitz estimates for a liquid of refractive index 1.45 to 1.55 give about $3\times10^{-20}$ J on alumina, $6\times10^{-20}$ J on hafnia and $1\times10^{-19}$ J on titania, and near zero or the opposite sign on silica. With such tails beyond the first layer the row holds 1.1 to 2.4 molecules per site at 0.90 Torr, so 2.93 is a high estimate for these oxides.

**Q.** Can the value near three be understood without diagonalising anything?

**A.** Take the limit in which side faces are so costly that the film is flat. Adding layer $n$ everywhere changes the free energy per site by

$$kT\ln\frac1x-\frac{E_1-E_L}{n^3} .$$

The film grows while this is negative, so its number of layers is the integer part of

$$\left[\frac{E_1-E_L}{kT\ln(1/x)}\right]^{1/3}.$$

At $x=0.90$ this is $(3.516/0.1054)^{1/3}=3.2$, hence three layers. At $x=0.30$ it is 1.4, hence one layer. At $x=0.99$ it is 7.05, hence seven layers where BET predicts 100. This limit accounts for the mean height of the row, not for a uniform film: at $J=3.1\,kT$ the heights in the row still vary from site to site, with a standard deviation of 0.67 layers at 0.90 Torr. That spread belongs to the single row: a strip four sites wide, with side faces in both directions, gives 3.00, the flat value.

Since $\ln(1/x)\simeq1-x$ near saturation, the flat film diverges as $(1-x)^{-1/3}$. For $E_1>E_L$ the divergence survives because the cost of condensate still vanishes at $p_0$, but it is much weaker. For $E_1<E_L$ the flat film does not form below $p_0$: with $c=0.172$ the row with side faces holds only 0.0005 molecules per site at $p_0$, for ceilings of 60 and 240 layers alike. If the excess binding were zero beyond the first layer, a flat film would stop at one layer for every $x<1$ at which that layer forms. This is why the row with side faces alone stayed near one at 0.30 and 0.90 Torr. Closer to saturation a one-dimensional row is not flat and thickens all the same, to 2.5 at 0.99 Torr and 5.6 at 0.999 Torr.

**Q.** Real oxides do not have identical sites either.

**A.** Give $E_1$ a Gaussian spread with a standard deviation of 0.03 eV and average the isotherm over it by numerical quadrature. At 0.01 Torr $\theta$ rises from 0.256 to 0.295; at 0.30 Torr it falls from 1.34 to 1.29. Vapour non-ideality matters far less here: for a second virial coefficient of rough size $2\times10^{-3}$ m³/mol, the relative correction to the ideal-gas law at $p_0$ is about $10^{-4}$; a coefficient five times larger, possible for so heavy a molecule, would give $5\times10^{-4}$.

**Q.** And if the surface is a trench rather than a plane?

**A.** Then liquid can fill it below $p_0$. Between parallel, fully wetted walls a distance $w$ apart, the meniscus has radius $w/2$ and lowers the liquid pressure by $2\gamma/w$, where $\gamma$ is the surface tension. This lowers the chemical potential by $2\gamma v_L/w$, with $v_L=0.5\times0.8=0.4$ nm³ per molecule. Equating that to $kT\ln(1/x)$ gives

$$w=\frac{2\gamma v_L}{kT\ln(1/x)} .$$

Narrower trenches are filled in equilibrium. The width is 42 nm at 0.90 Torr and 3.6 nm at 0.30 Torr. The second value is only a few molecules across, so it is no more than an indication. The estimate also leaves out the films already on the walls and the long-range attraction of the walls; both allow wider trenches to fill. With flat films and the $1/n^3$ tail assumed above, the widths become about 48 nm and 5.6 nm.

**Q.** How does all this compare with an actual deposition process?

**A.** The vapour pressure and molecular size are of the right order for such a precursor, but 330 K suits its heated source better than a deposition surface, and 0.90 Torr is close to saturation only because the surface is that cool. Temperature moves the result strongly. Take the heat of vaporisation as $E_L$, neglecting terms of order $kT$, so that

$$p_0(T')=p_0(T)\exp\!\left[-\frac{E_L}{k}\left(\frac1{T'}-\frac1T\right)\right].$$

For a surface at 450 K, $p_0=210$ Torr and $c=13.2$. At 0.90 Torr, $x=0.0043$ and BET gives $\theta=0.054$ instead of 9.97: physisorbed multilayers are negligible in the model. Over 120 K the neglected terms can change $p_0$ by a factor of about two, which does not alter this conclusion. On a fresh oxide the precursor also reacts with surface groups, and that uptake lies outside this isotherm.

A cold spot acts the other way. With the pressure held at 0.90 Torr, a surface 1 K below 330 K has $x=0.957$, and the BET uptake rises from 10 to 23 molecules per site; the row with side faces and tail rises only from 2.9 to 4.1. At 1.7 K below, $p_0$ has fallen to 0.90 Torr and bulk liquid can form. For this vapour at 90% of saturation, ruling out bulk liquid on a flat wall therefore means letting it fall no more than about 1.7 K below the nominal temperature. Narrow gaps are less forgiving: by the trench estimate above, those below about 42 nm hold liquid even without any cooling.

All numerical values are calculated from the stated model.
